# Recursive Green functions for a disordered strip and their computational cost

## Result and model

A strip of $N$ slices, each containing $M$ sites, is joined to two clean leads. Its transmission at energy $E$ follows from one sweep through the slices:

$$g_n=(E-H_n-t^2g_{n-1})^{-1},\qquad C_n=-t\,g_nC_{n-1}.$$

Here $H_n$ is the Hamiltonian of slice $n$, $-t$ with $t>0$ is the hopping between neighbouring sites, $g_n$ is the Green function on the last slice of the part built so far, and $C_n$ connects that slice to the first one. With energies measured in units of $t$ and ordinary dense matrix algebra, the sweep needs

$$Q=(2N-1)M^3$$

complex multiplications and divisions. The leads and the final trace add a number of order $M^3$, once. The cost is therefore linear in length and cubic in width. This law describes the algorithm with conventional inversion and multiplication; it is not a lower bound on the cost of the physical problem.

The model has one orbital per site of a square lattice and hard side walls. Site energies are drawn independently and uniformly from $[-W/2,W/2]$. Electrons do not interact, transport is phase coherent and elastic, and spin supplies a factor 2. The slice amplitudes $\psi_n$ are vectors of length $M$ obeying

$$(E-H_n)\psi_n+t\psi_{n-1}+t\psi_{n+1}=0. \tag{1}$$

The plus signs arise because the hopping $-t$ is subtracted from $E$. Each slice couples to its two neighbours and to no others, and the method rests on this property.

## Eliminating the leads

In a clean slice the transverse modes are

$$\chi_m(j)=\sqrt{\tfrac{2}{M+1}}\,\sin\theta_mj,\qquad \theta_m=\frac{\pi m}{M+1},\qquad m=1,\dots,M.$$

They vanish at the walls $j=0$ and $j=M+1$. Since $\sin\theta(j-1)+\sin\theta(j+1)=2\cos\theta\sin\theta j$, their energies are $\varepsilon_m=-2t\cos\theta_m$. The modes are orthonormal and real, so each lead separates into $M$ independent chains.

Let $\gamma$ be the Green function on the end site of one such semi-infinite chain, and let $x=E-\varepsilon_m$. Adding a site to the chain reproduces the same chain. Eliminating the old chain from the equation of the new site gives

$$\gamma=\frac{1}{x-t^2\gamma},\qquad\text{so}\qquad t^2\gamma^2-x\gamma+1=0.$$

Put $\gamma=-\lambda/t$. The quadratic becomes $\lambda^2+(x/t)\lambda+1=0$, or $x=-t(\lambda+1/\lambda)$. The two roots have product 1.

For $|x|<2t$ we write $\lambda=e^{ik}$, so that $x=-2t\cos k$. The retarded solution belongs to $E+i0^+$ and must decay into the lead. A small shift $dx=i\eta$ changes $k$ by $dk=i\eta/(2t\sin k)$, and decay requires $\operatorname{Im}k>0$. Hence $\sin k>0$, and the channel is open. For $|x|>2t$ the root with $|\lambda|<1$ is real, and the channel is closed.

The lead enters the end slice of the strip through the self-energy

$$\Sigma=\sum_m\chi_m\,(t^2\gamma_m)\,\chi_m^T=-t\sum_m\chi_m\lambda_m\chi_m^T .$$

Its anti-Hermitian part defines $\Gamma=i(\Sigma-\Sigma^\dagger)$. For an open channel the eigenvalue of $\Gamma$ is $i(-te^{ik}+te^{-ik})=2t\sin k$. For a closed channel it is zero.

## The recursion

Consider the left lead and the first $n$ slices, with nothing attached to the right. Let $K_n$ be $E$ minus the Hamiltonian of these slices, including $\Sigma_L$ on slice 1. Separate the last slice, with amplitude $v$, from the preceding ones, with amplitudes $u$. The coupling block $B$ has the single nonzero entry $t$ times the unit matrix, between slices $n-1$ and $n$.

For a source $s$ on slice $n$,

$$K_{n-1}u+Bv=0,\qquad B^Tu+(E-H_n)v=s.$$

The first equation gives $u=-K_{n-1}^{-1}Bv$. Its component on slice $n-1$ is $-t\,g_{n-1}v$, because $g_{n-1}$ is the last diagonal block of $K_{n-1}^{-1}$. Inserting it in the second equation gives

$$(E-H_n-t^2g_{n-1})v=s,$$

and hence the formula for $g_n$. On the first slice $t^2g_0$ is replaced by $\Sigma_L$.

For a source $r$ on slice 1, with $n>1$, the first equation becomes $K_{n-1}u+Bv=r$. The component of $u$ on slice $n-1$ is now $C_{n-1}r-t\,g_{n-1}v$. The second equation has no source:

$$t\,(C_{n-1}r-t\,g_{n-1}v)+(E-H_n)v=0.$$

Therefore $v=-t\,g_nC_{n-1}r$, which is the second recursion, with $C_1=g_1$. On slice $N$ the right lead is included by replacing $H_N$ with $H_N+\Sigma_R$. The sweep then ends with $g_N=G_{NN}$ and $C_N=G_{N1}$, two blocks of the Green function $G$ of the complete system. No slice has been approximated.

The inverses exist except in special cases. Suppose $K_n\psi=0$ for some $\psi\ne0$. The imaginary part of $\psi^\dagger K_n\psi$ is $\tfrac12\psi_1^\dagger\Gamma_L\psi_1$, so this quantity must vanish. The state then has no overlap with an open channel on slice 1: it is a bound state of the truncated strip. If every channel is open, $\Gamma_L$ is positive definite and $\psi_1=0$. The equation of slice 1 then gives $\psi_2=0$, the next gives $\psi_3=0$, and so on, which contradicts $\psi\ne0$. Singularity thus requires a closed channel and an energy that coincides with such a bound state. There the limit $E+i0^+$ must be taken. At a channel edge, where $\sin k=0$, that channel has no width and counts as closed in this argument; in a clean strip $g_N$ diverges there. The argument concerns exact singularity: even with every channel open, a localized state far from the lead gives a resonance of exponentially small width, at which $K_n$ can be singular to machine precision.

## From the Green function to conductance

Let mode $m$ arrive from the left. Begin with its reflection from a hard wall at slice 1:

$$\phi_n=\chi_m\left[e^{ik_m(n-1)}-e^{-ik_m(n-1)}\right]\quad(n\le0),\qquad \phi_n=0\quad(n\ge1).$$

This satisfies (1) everywhere except on slice 1, where the left side equals $t\phi_0=-2it\sin k_m\,\chi_m$. The correction to $\phi$ must cancel this residue, so its source is $+2it\sin k_m\,\chi_m$ on slice 1. On slice $N$, where $\phi$ vanishes for $N\ge1$, the full wave is

$$\psi_N=2it\sin k_m\,G_{N1}\chi_m.$$

The amplitude leaving in mode $p$ is $b_p=\chi_p^T\psi_N$. To convert amplitudes into probabilities we need the particle current. From $i\hbar\dot\psi=H\psi$, the rate of change of $\psi_n^\dagger\psi_n$ is $(2/\hbar)\operatorname{Im}\psi_n^\dagger(H\psi)_n$. The hopping to slice $n+1$ contributes $-(2t/\hbar)\operatorname{Im}\psi_n^\dagger\psi_{n+1}$, so the current to the right is

$$J=\frac{2t}{\hbar}\operatorname{Im}\psi_n^\dagger\psi_{n+1}.$$

A unit wave in an open mode carries $(2t/\hbar)\sin k$. Different modes do not mix in $J$ because they are orthogonal. The transmission probability is consequently

$$T_{pm}=\frac{\sin k_p}{\sin k_m}|b_p|^2=(2t\sin k_p)(2t\sin k_m)\,|\chi_p^TG_{N1}\chi_m|^2 .$$

Summing over open modes and recognizing the eigenvalues of $\Gamma$ gives

$$T=\operatorname{Tr}\left[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger\right]. \tag{2}$$

States in an interval $dk$ have density $dk/2\pi$ per slice and velocity $\hbar^{-1}dE/dk$, so each channel and spin supplies particles at the rate $dE/h$. A small voltage $V$ opens an energy window $eV$. At zero temperature the conductance is therefore $\mathcal G=(2e^2/h)T(E)$, with $E$ the Fermi energy.

## Counting operations

Gauss–Jordan inversion treats $y=Ax$ as a set of linear relations and exchanges $y_p$ with $x_p$, one pivot at a time:

$$x_p=\frac{y_p}{a_{pp}}-\sum_{j\ne p}\frac{a_{pj}}{a_{pp}}x_j .$$

Substitution in the other rows replaces $a_{ij}$ by $a_{ij}-a_{ip}a_{pj}/a_{pp}$. After $M$ exchanges the relations read $x=A^{-1}y$. One pivot requires one reciprocal, $M-1$ products for the rest of its row, $M-1$ for its column and $(M-1)^2$ for the remaining entries:

$$1+2(M-1)+(M-1)^2=M^2 .$$

The inversion thus costs $M\cdot M^2=M^3$. A product of two $M\times M$ matrices has $M^2$ entries with $M$ multiplications each, again $M^3$. The sweep contains $N$ inversions and $N-1$ products, so

$$Q=NM^3+(N-1)M^3=(2N-1)M^3. \tag{3}$$

Additions obey the same scaling. Row exchanges, needed when a pivot is small, add comparisons but no multiplications. A library inversion based on triangular factors may have another prefactor, but its leading term is still cubic.

Counting the operations executed in an actual sweep confirms (3). For $N=4$, doubling $M$ from 6 to 12 raises the count from 1512 to 12096, a factor of 8. For $M=6$, going from $N=4$ to 8 and then 16 gives 1512, 3240 and 6696. These ratios, 2.14 and 2.07, approach 2 because of the $-1$ in (3).

Direct inversion of the whole strip as a dense matrix costs $(NM)^3$. Relative to the sweep this is larger by

$$\frac{(NM)^3}{(2N-1)M^3}=\frac{N^3}{2N-1}\simeq\frac{N^2}{2}\qquad(N\gg1),$$

independently of width. This gain comes from using the zeros of the matrix. Banded Gaussian elimination uses them too: each of the $NM$ pivots updates about $M$ rows with $M$ matrix entries and $M$ right-hand sides, about $2NM^3$ in all, the same leading cost as the sweep. The sweep also needs to keep just a few $M\times M$ matrices, apart from the site energies. When a sample grows as a square, $N=M$, the same law gives $Q\simeq2M^4$: linear scaling in length does not mean linear scaling in the number of sites.

## Propagation of rounding errors

Let $F_k$ be the error newly made in computing $g_k$. Its size can be estimated column by column. If a computed column $z$ solves $(A+D)z=e_j$ instead of $Az=e_j$, then to first order its error is $-A^{-1}DA^{-1}e_j$, with norm at most $\|A^{-1}\|^2\|D\|$. A large slice Green function therefore permits a large absolute error. The inversion itself need not add a large relative error: for $M=1$ it is a single reciprocal. A very large $g_n$, however, comes from cancellation in $E-H_n-t^2g_{n-1}$, which magnifies the relative error already present in these terms.

Inherited errors follow from differentiating the inverse. Since $\delta(A^{-1})=-A^{-1}(\delta A)A^{-1}$ and $\delta A=-t^2\delta g_{n-1}$,

$$\delta g_n=t^2g_n\,\delta g_{n-1}\,g_n+F_n .$$

Iteration surrounds $F_k$ by the products $g_n\cdots g_{k+1}$ on the left and $g_{k+1}\cdots g_n$ on the right, with the factor $t^{2(n-k)}$. Repeated elimination also gives

$$G^{(n)}_{n,k+1}=(-t)^{n-k-1}g_n\cdots g_{k+1},$$

where the superscript denotes the strip truncated after slice $n$. The matrix $K_n$ is symmetric, so the reversed product gives $G^{(n)}_{k+1,n}$. The two signs cancel, two powers of $t$ remain, and

$$\delta g_n=F_n+\sum_{k<n}t^2\,G^{(n)}_{n,k+1}\,F_k\,G^{(n)}_{k+1,n}. \tag{4}$$

An old rounding error is thus weighted by the physical propagation from its slice to the current one and back. Where propagation decays, the error is forgotten. Near a bound state or a narrow resonance of a truncated strip it can be amplified.

The clean strip is a useful limit. For $n<N$, before the right lead is attached, $g_n$ equals the lead Green function, whose eigenvalues satisfy $|t\gamma_m|=1$ for open channels and $|t\gamma_m|<1$ for closed ones. Each step can then rotate an inherited error but cannot enlarge its norm. To first order, $\|\delta g_n\|\le\sum_{k\le n}\|F_k\|$ for $n<N$, so the bound grows linearly with length, not exponentially. The last step includes the right lead. In mode $m$ the inverse of $g_N$ is then $x-2t^2\gamma_m=t(\lambda_m-1/\lambda_m)$, so this step multiplies the inherited error by at most $t^2\|g_N\|^2$. That factor can exceed 1, but it acts once and does not depend on length.

For the transmission, define $\tau=\Gamma_R^{1/2}G_{N1}\Gamma_L^{1/2}$. Equation (2) becomes $T=\|\tau\|_F^2$, the sum of the squared moduli of its entries. Hence $\delta T=2\operatorname{Re}\operatorname{Tr}(\tau^\dagger\delta\tau)$, and the Cauchy–Schwarz inequality gives, to first order,

$$\frac{|\delta T|}{T}\le2\,\frac{\|\delta\tau\|_F}{\|\tau\|_F}.$$

A tiny $T$ is not inaccurate merely because it is tiny; what matters is the relative error of $\tau$. For $M=1$, $C_N$ is a product of numbers, and the relative errors of its factors add. They need not be small: at a resonance whose width is comparable to the rounding error of the energies, $T$ can lose its accuracy. For $M>1$ a slice may in addition suppress the dominant part of $C_{n-1}$ more than its error, so no general guarantee follows.

A strip with $M=6$, $N=400$, $W=4t$ and $E=-0.5t$ tests this case. Sweeps from opposite ends both give $T=5.219331\times10^{-33}$. Reciprocity requires their equality: $G$ is symmetric and the leads are identical, so exchanging the ends leaves (2) unchanged. The two sweeps invert different sequences of matrices, which makes their agreement informative.

An independent check solves (1) with explicit reflected and transmitted amplitudes. For $M=6$, $N=12$, $W=2t$ and $E=-0.5t$, five of six channels are open. Both methods give $T=2.31366210$. The reflection sum is $R=2.68633790$, so $T+R=5$, as flux conservation demands. The recursive blocks differ from those of a full inversion by at most $4.1\times10^{-16}/t$.

## A calculation by hand

Take $M=1$, $N=2$, $E=0$ and site energies $0.5t$ and $-0.3t$. In units of $t$, $\cos k=0$ gives $k=\pi/2$, $\Sigma=-i$ and $\Gamma=2$. The first step is

$$g_1=\frac{1}{-0.5+i}=-0.4-0.8i .$$

The last slice contains both the left part and the right lead:

$$G_{22}=\frac{1}{0.3-g_1+i}=\frac{1}{0.7+1.8i}=0.1877-0.4826i .$$

Then $G_{21}=-G_{22}g_1=0.4611-0.0429i$, and

$$T=2\cdot2\,|G_{21}|^2=0.858 .$$

The leads alone would transmit perfectly; the two unequal site energies reflect about 14% of the incident flux.

## Length dependence and run time

The larger example has $M=20$, $W=t$ and $E=-0.5t$, with 60 disorder samples at each length. These are model parameters and do not represent a particular material. The resistance quoted is $R_N=h/(2e^2\langle T\rangle)$, the inverse of the mean conductance, which differs from the mean of the inverse.

| $N$ | $\langle T\rangle$ | standard error | $R_N$ (kΩ) |
|---|---|---|---|
| 20 | 9.701 | 0.052 | 1.330 |
| 40 | 6.998 | 0.054 | 1.844 |
| 80 | 4.451 | 0.047 | 2.900 |
| 160 | 2.543 | 0.043 | 5.074 |

Sampling error in resistance follows from $\delta R_N/R_N\simeq\delta\langle T\rangle/\langle T\rangle$. At $N=160$ it is $0.043/2.543=1.7\%$, or 0.09 kΩ. This is far above the rounding errors seen in the checks, so more samples would improve the average more than higher arithmetic precision.

The resistance added per slice is

$$\frac{1.844-1.330}{20}=0.0257,\qquad \frac{2.900-1.844}{40}=0.0264,\qquad \frac{5.074-2.900}{80}=0.0272$$

in kΩ, with standard errors of about 0.001 kΩ. Within that uncertainty the data are compatible with linear growth, as in Ohm's law, but they do not establish it. The slight rise is not resolved with 60 samples, so these data neither demonstrate localization nor exclude its onset. In a much longer strip of the same width, localization must eventually make the resistance grow faster than linearly.

Extrapolating the first two points to zero length gives $2(1.330)-1.844=0.816$ kΩ, with a standard error of about 0.02 kΩ. The clean strip has 16 open channels and resistance $12.906/16=0.807$ kΩ. Within this error the offset is consistent with the contact resistance, which remains even without disorder. Exact equality is not expected, because $R_N$ need not be linear in $N$ for strips this short. Phonons, dephasing and realistic bands are absent from all these values.

At $N=160$ the sweep needs $319\times20^3=2.55\times10^6$ multiplications and divisions per sample. Inverting the whole strip as a dense matrix would need $3.28\times10^{10}$, about 13,000 times as many; a banded solver would need about as many as the sweep.

Measured processor times depend on the machine as well as on this count. At $M=80$, increasing $N$ from 50 to 200 raises the time from 42.5 to 171.9 ms, corresponding to a power of 1.01. At $N=4$, increasing $M$ from 240 to 480 raises it from 57.0 to 342.3 ms, a power of 2.59. The preceding doubling, from 10.8 to 57.0 ms, gives 2.40. These times have not reached the cubic regime. The time per counted operation still falls as the width grows. The cubic law is established by the operation count; the timings show how a finite range of widths can hide it. The remaining checks appear in the numerical output.

## Values computed for the example and the checks

```
Test strip: M = 6, N = 12, W = 2.0 t, E = -0.5 t
  open channels: 5 of 6
  largest block error against full inversion: 4.1e-16 1/t
  T by recursion: 2.31366210
  T by wave matching: 2.31366210
  R by wave matching: 2.68633790
Clean strip, M = 6, N = 30: T = 5.00000000
Localized strip, M = 6, N = 400, W = 4 t:
  T swept from left: 5.219331e-33, from right: 5.219331e-33
Two-site chain: E = 0, site energies 0.5 t and -0.3 t
  Sigma = 0.000000-1.000000j t
  g_1 = -0.400000-0.800000j 1/t
  G_22 = 0.187668-0.482574j 1/t
  G_21 = 0.461126-0.042895j 1/t
  T = 0.857909
Executed multiplications and divisions in the sweep:
  M = 3, N = 4: 189
  M = 6, N = 4: 1512
  M = 12, N = 4: 12096
  M = 6, N = 8: 3240
  M = 6, N = 16: 6696
M = 4, N = 6: sweep 704, whole-strip inversion 13824 operations
Processor time, M = 80:
  N = 50: 42.5 ms
  N = 100: 91.4 ms
  N = 200: 171.9 ms
  power of N from first to last: 1.01
Processor time, N = 4:
  M = 120: 10.8 ms
  M = 240: 57.0 ms
  M = 480: 342.3 ms
  power of M from the last two: 2.59
Example: M = 20, W = 1.0 t, E = -0.5 t, 60 samples, 16 open channels
  h/(2e^2) = 12.906404 kOhm, contact resistance = 0.8067 kOhm
  N = 20: mean T = 9.701, standard error 0.052, resistance = 1.330 kOhm
  N = 40: mean T = 6.998, standard error 0.054, resistance = 1.844 kOhm
  N = 80: mean T = 4.451, standard error 0.047, resistance = 2.900 kOhm
  N = 160: mean T = 2.543, standard error 0.043, resistance = 5.074 kOhm
  operations at N = 160: sweep 2.552e+06, whole-strip inversion 3.277e+10
```
